\section*{The noise strength that maximizes a driven magnetic bit's output, part 1}

(Sections cited here and not found follow in the second part.)

\section*{From thermal precession to switching rates}

Anyone who computes the response of a small magnetic bit to a weak periodic field must decide how much noise to put into the calculation. In a stochastic simulation this is the strength of the random field; in an experiment on a given bit it is the temperature. If the noise is too weak, the bit stays in one of its two states for many periods and the drive hardly shows in the mean signal. If it is too strong, the bit switches freely but the drive can no longer bias its choice. Between the two there is a best value. For a bit with energy barrier $E_b$, anisotropy field $B_K$ and damping $\alpha$, driven at angular frequency $\omega$, it is
\begin{equation}
k_BT^*\simeq\frac{E_b}{L},\qquad
L=\ln\frac{2\alpha\gamma' B_K}{\sqrt{\pi}\,\omega},
\qquad \gamma'=\frac{\gamma}{1+\alpha^2},
\label{eq:headline}
\end{equation}
where $\gamma>0$ is the magnitude of the electron gyromagnetic ratio in rad\,s$^{-1}$\,T$^{-1}$. The formula holds for $L\gg1$, a weak drive along the easy axis and no static bias, with the magnetic parameters held fixed while the noise is varied. ``Output'' means the amplitude of the mean magnetization at the driving frequency. It does not mean a signal-to-noise ratio, which is a different quantity with a different optimum.

The bit is treated as a macrospin: all its atomic moments turn together, so its state is a unit vector $\mathbf n$ and its moment is $m\mathbf n$ with fixed $m$. The easy axis is $z$, and $x=\mathbf n\cdot\hat{\mathbf z}$ is the cosine of the angle to it. With a field $B$ along the axis the energy is
\begin{equation}
U(x)=E_b(1-x^2)-mBx .
\label{eq:energy}
\end{equation}
At $B=0$ the two states $x=\pm1$ have energy zero and are separated by a barrier $E_b$ at $x=0$. The field that acts on the moment is minus the gradient of $U$ with respect to $m\mathbf n$. It points along $z$ and has the value
\begin{equation}
B_{\rm eff}=-\frac{1}{m}\frac{dU}{dx}=B_Kx+B,\qquad B_K=\frac{2E_b}{m}.
\label{eq:beff}
\end{equation}

The motion is precession with Gilbert damping,
\begin{equation}
\dot{\mathbf n}=-\gamma\,\mathbf n\times\mathbf H+\alpha\,\mathbf n\times\dot{\mathbf n},
\label{eq:gilbert}
\end{equation}
where $\mathbf H=B_{\rm eff}\hat{\mathbf z}+\mathbf b(t)$ and $\mathbf b$ is the random field. To solve for $\dot{\mathbf n}$, take the cross product of $\mathbf n$ with both sides. Since $\mathbf n$ has unit length, $\mathbf n\cdot\dot{\mathbf n}=0$ and $\mathbf n\times(\mathbf n\times\dot{\mathbf n})=-\dot{\mathbf n}$, so
\begin{equation}
\mathbf n\times\dot{\mathbf n}=-\gamma\,\mathbf n\times(\mathbf n\times\mathbf H)-\alpha\dot{\mathbf n}.
\end{equation}
Putting this into (\ref{eq:gilbert}) and collecting $\dot{\mathbf n}$ on the left gives a factor $1+\alpha^2$, and division by it yields
\begin{equation}
\dot{\mathbf n}=-\gamma'\,\mathbf n\times\mathbf H-\alpha\gamma'\,\mathbf n\times(\mathbf n\times\mathbf H).
\label{eq:ll}
\end{equation}

Consider first the part without noise. The vector $\mathbf n\times\hat{\mathbf z}$ has no $z$ component, so precession leaves $x$ unchanged. The double product is $\mathbf n\times(\mathbf n\times\hat{\mathbf z})=x\mathbf n-\hat{\mathbf z}$, whose $z$ component is $x^2-1$. Hence
\begin{equation}
\dot x=\alpha\gamma'(1-x^2)B_{\rm eff}=-\frac{\alpha\gamma'}{m}(1-x^2)\frac{dU}{dx}.
\label{eq:drift}
\end{equation}
The damping alone carries the moment downhill in energy.

The random field is taken as isotropic and white, meaning that its correlation time is short compared with the motion of the moment:
\begin{equation}
\langle b_i(t)b_j(t')\rangle=2\mu\,\delta_{ij}\,\delta(t-t').
\end{equation}
In a short time $dt$ it delivers an impulse $\mathbf w=\int\mathbf b\,dt$, each component of which has variance $2\mu\,dt$. Only the part $\mathbf w_\perp$ perpendicular to $\mathbf n$ acts. In the plane tangent to the sphere, $\mathbf n\times\mathbf w$ is $\mathbf w_\perp$ turned by a right angle, which we write $R\mathbf w_\perp$, while $\mathbf n\times(\mathbf n\times\mathbf w)=-\mathbf w_\perp$. The displacement is therefore
\begin{equation}
\delta\mathbf n=\gamma'(\alpha-R)\,\mathbf w_\perp .
\end{equation}
Because $R^{T}=-R$ and $R^2=-1$, the product $(\alpha-R)(\alpha-R)^T=(\alpha-R)(\alpha+R)$ equals $\alpha^2+1$. Both tangent components of $\delta\mathbf n$ thus have the variance
\begin{equation}
2\mu\gamma'^2(1+\alpha^2)\,dt=2D_r\,dt,\qquad D_r=\gamma\gamma'\mu,
\label{eq:Dr}
\end{equation}
and they are uncorrelated. This is isotropic diffusion on the sphere with rate $D_r$. The noise adds no drift along the sphere, since an isotropic field singles out no tangent direction. Its effect on the probability density is therefore $D_r$ times the Laplacian on the sphere.

The solid angle is $dx\,d\varphi$, so the density $P(x,t)$ per unit $x$ needs no further weight. For functions of $x$ alone the Laplacian is $\partial_x(1-x^2)\partial_x$. Adding the drift (\ref{eq:drift}) gives the Fokker--Planck equation
\begin{equation}
\frac{\partial P}{\partial t}=\frac{\partial}{\partial x}\left\{(1-x^2)\left[D_r\frac{\partial P}{\partial x}+\frac{\alpha\gamma'}{m}\frac{dU}{dx}P\right]\right\}.
\label{eq:fp0}
\end{equation}
In thermal equilibrium the current vanishes, so the bracket must be zero for $P\propto e^{-U/k_BT}$. With this $P$ the bracket is $(-D_r/k_BT+\alpha\gamma'/m)(dU/dx)P$, and it vanishes if
\begin{equation}
D_r=\frac{\alpha\gamma'k_BT}{m},\qquad \mu=\frac{D_r}{\gamma\gamma'}=\frac{\alpha k_BT}{\gamma m}.
\label{eq:fdt}
\end{equation}
This fixes what ``noise strength'' means. The energy $k_BT$ and the field strength $\mu$ are two measures of the same thing. The Fourier transform of $2\mu\,\delta(t)$ is $2\mu$ for positive and negative frequencies alike, so the one-sided spectral density of each field component is $4\mu$, in T$^2$/Hz. An artificial noise field added to the thermal one raises the effective temperature according to (\ref{eq:fdt}), provided that it too is isotropic and white. Noise applied along a single axis does not satisfy this derivation.

A direct simulation of (\ref{eq:ll}) tests both the noise strength and the diffusion equation. For $\alpha=0.3$ and $E_b/k_BT=2$, 20\,000 spins were started at $x=1$ and followed for a time $10/(\gamma B_K)$. The simulated averages of $x$ and of $(3x^2-1)/2$ were 0.516 and 0.312. Equation (\ref{eq:fp0}) gives 0.518 and 0.309. The differences are within the expected sampling scatter, which is at most of order $1/\sqrt{20\,000}\approx0.007$.

Let $\sigma=E_b/k_BT$ be the barrier in thermal units. For $\sigma\gg1$ the density is concentrated near $x=\pm1$, and the slow part of the dynamics is the passage from one well to the other. Let $p_+$ and $p_-$ be the populations of the wells at $x=+1$ and $x=-1$, with $p_++p_-=1$. With $u=U/k_BT$ and (\ref{eq:fdt}), the probability current towards positive $x$ is
\begin{equation}
J=-D_r(1-x^2)\left[\frac{\partial P}{\partial x}+\frac{du}{dx}P\right]
=-D_r(1-x^2)\,e^{-u}\frac{\partial}{\partial x}\left(Pe^{u}\right).
\label{eq:current}
\end{equation}
Inside each well the density has local equilibrium form, so $Pe^{u}$ is constant there. Its value is $p_\pm/Z_\pm$, where $Z_\pm=\int_{\rm well}e^{-u}dx$. Between the wells hardly any probability is stored, so $J$ is the same at every $x$. Dividing (\ref{eq:current}) by $D_r(1-x^2)e^{-u}$ and integrating across the barrier gives
\begin{equation}
\frac{p_-}{Z_-}-\frac{p_+}{Z_+}=\frac{J}{D_r}\int\frac{e^{u}}{1-x^2}\,dx .
\label{eq:fluxbalance}
\end{equation}
The integral runs between points just outside the two wells. Its integrand is large near the barrier top, which dominates the result.

At $B=0$ both integrals are elementary to leading order. Near $x=-1$ put $x=-1+y$. Then $1-x^2=2y-y^2\simeq2y$, and
\begin{equation}
Z_-=\int_0^\infty e^{-2\sigma y}\,dy=\frac{1}{2\sigma}=Z_+ .
\label{eq:Z}
\end{equation}
Near the top $1-x^2\simeq1$ in the denominator, while $e^u=e^{\sigma}e^{-\sigma x^2}$, so the barrier integral is $e^\sigma\sqrt{\pi/\sigma}$. Inserting both in (\ref{eq:fluxbalance}) gives
\begin{equation}
J=k\,(p_--p_+),\qquad
k=D_r\,2\sigma\,e^{-\sigma}\sqrt{\frac{\sigma}{\pi}}
=\frac{2D_r}{\sqrt\pi}\,\sigma^{3/2}e^{-\sigma}.
\label{eq:k}
\end{equation}
Here $k$ is the rate at which a bit in either well switches. The difference $s=p_+-p_-$ changes by $2J$ per unit time, because each switch takes one unit from one well and adds it to the other. Hence $\dot s=-2ks$, and $s$ relaxes at the rate $r=2k$. The diffusion rate also depends on temperature. From (\ref{eq:fdt}) with $k_BT=E_b/\sigma$ and $E_b/m=B_K/2$ it is $D_r=\alpha\gamma'B_K/(2\sigma)$, so
\begin{equation}
r=\frac{4D_r}{\sqrt\pi}\sigma^{3/2}e^{-\sigma}=a\,\sigma^{1/2}e^{-\sigma},\qquad
a=\frac{2\alpha\gamma'B_K}{\sqrt\pi}.
\label{eq:r}
\end{equation}

The next terms of the two integrals give the accuracy of this rate. In the well, $e^{-u}=e^{-2\sigma y+\sigma y^2}\simeq e^{-2\sigma y}(1+\sigma y^2)$. The mean of $y^2$ over the weight $2\sigma e^{-2\sigma y}$ is $1/(2\sigma^2)$, so $Z_-$ gains a factor $1+1/(2\sigma)$. At the barrier, $1/(1-x^2)\simeq1+x^2$, and the mean of $x^2$ over the Gaussian is $1/(2\sigma)$, which gives the same factor. The true rate is thus smaller than (\ref{eq:r}) by a relative amount $1/\sigma$ to this order. The slowest decay rate of the full equation (\ref{eq:fp0}), found by diagonalization, confirms it. The relative excess of (\ref{eq:r}) over that rate, multiplied by $\sigma$, is 1.31, 1.19 and 1.13 at $\sigma=8$, 12 and 16, which approaches 1.

A field along the axis tilts the balance. It is assumed to vary slowly compared with relaxation inside a well. Near $x=1$, equation (\ref{eq:drift}) makes the small deviation $1-x$ decay at the rate $2\alpha\gamma'B_K$, so the condition is $\omega\ll2\alpha\gamma'B_K$. A large $L$ in (\ref{eq:headline}) ensures this. Let $\xi=mB/k_BT$. The scaled energy becomes $u=\sigma(1-x^2)-\xi x$. Near $x=\mp1$, with $y$ the distance from the end point, it reads $u\simeq\pm\xi+(2\sigma\mp\xi)y$, and therefore
\begin{equation}
Z_\pm=\frac{e^{\pm\xi}}{2\sigma\pm\xi}\simeq\frac{e^{\pm\xi}}{2\sigma}.
\label{eq:Zfield}
\end{equation}
The maximum of $u$ moves to $x=-\xi/(2\sigma)$ and rises only by $\xi^2/(4\sigma)$, which is neglected. Equation (\ref{eq:fluxbalance}) then gives $J=k(e^{\xi}p_--e^{-\xi}p_+)$: switching towards the field is faster by $e^\xi$, and switching against it is slower by the same factor. With $p_\pm=(1\pm s)/2$ and $\dot s=2J$,
\begin{equation}
\dot s=\frac r2\left[e^{\xi}(1-s)-e^{-\xi}(1+s)\right]=r\,(\sinh\xi-s\cosh\xi).
\label{eq:twostate}
\end{equation}
A static field should thus raise the relaxation rate by $\cosh\xi$. At $\sigma=12$ and $\xi=1$ the full equation gives a factor 1.454, against $\cosh1=1.543$. The 6\,\% gap has the size and sign expected of the neglected terms: the rise of the barrier and the $\xi$ in the denominators of (\ref{eq:Zfield}) both lower the rate.

Starting from damped precession in a random field, this part has found how fast the populations of the two wells relax and how a slow field along the axis biases them, equation (\ref{eq:twostate}). It remains to apply a weak periodic field and find the noise strength at which the output is largest, the result stated in (\ref{eq:headline}).
